# Three-Point Thermal Averaging of a Gap over One Mode

## A purely quartic gap

Let a gap depend on one vibrational displacement $u$ as $G(u)=G_0+a_4u^4$, and let the vibration be classical, with potential energy $\tfrac12M\omega^2u^2$. Here $M$ is the mode mass and $\omega$ its angular frequency. The Boltzmann factor at temperature $T$ makes the distribution of $u$ a Gaussian,

$$p(u)=\frac{e^{-u^2/2\sigma^2}}{\sigma\sqrt{2\pi}},\qquad \sigma^2=\frac{kT}{M\omega^2}.$$

Since $up=-\sigma^2\,dp/du$, an integration by parts gives

$$\langle u^4\rangle=\int u^3(up)\,du=3\sigma^2\int u^2p\,du=3\sigma^4 .$$

The boundary term vanishes because the Gaussian falls faster than any power grows. The mean gap is therefore $G_0+3a_4\sigma^4$.

Suppose the gap is sampled at one standard deviation on either side and the two values are averaged. The result is $G_0+a_4\sigma^4$, one third of the true shift. Now take displacements $0$ and $\pm\sqrt3\,\sigma$ with weights $\tfrac23,\tfrac16,\tfrac16$. The shift becomes $\tfrac16(9+9)a_4\sigma^4=3a_4\sigma^4$, which is correct. The pair at $\pm\sigma$ has the right variance but no tails, and a fourth power is sensitive to the tails.

The sections below extend this result to a quantum oscillator and a general quartic gap, and then bound the error for other gaps.

## The thermal distribution of a quantum mode

The nuclei are held fixed while each gap is calculated, and the gaps are then averaged over nuclear positions. This is the adiabatic average used throughout. The potential is harmonic, so with $[a,a^\dagger]=1$,

$$H=\hbar\omega(a^\dagger a+\tfrac12),\qquad u=\ell(a+a^\dagger),\qquad \ell^2=\frac{\hbar}{2M\omega}.$$

Let $\rho=e^{-H/kT}/Z$ be the thermal density operator, $y=\hbar\omega/kT$, and $X=e^{\lambda u}$. All moments of $u$ follow from $W(\lambda)=\langle X\rangle=\mathrm{Tr}(\rho X)$.

The operator $a$ lowers the energy by $\hbar\omega$, so $aH=(H+\hbar\omega)a$. Hence $ae^{-H/kT}=e^{-y}e^{-H/kT}a$, or $\rho a=e^{y}a\rho$. Cyclicity of the trace then gives

$$\langle aX\rangle=\mathrm{Tr}(\rho aX)=e^y\,\mathrm{Tr}(a\rho X)=e^y\langle Xa\rangle .$$

Because $[a,u]=\ell$ is a number, $[a,X]=\lambda\ell X$, and so $Xa=aX-\lambda\ell X$. Inserting this,

$$(e^y-1)\langle aX\rangle=e^y\lambda\ell W
\quad\Rightarrow\quad
\langle aX\rangle=\lambda\ell(n+1)W,\qquad n=\frac1{e^y-1}.$$

For $a^\dagger$ the corresponding relations are $\rho a^\dagger=e^{-y}a^\dagger\rho$ and $[a^\dagger,X]=-\lambda\ell X$. They give $\langle a^\dagger X\rangle=e^{-y}(\langle a^\dagger X\rangle+\lambda\ell W)$, and therefore $\langle a^\dagger X\rangle=\lambda\ell nW$. Adding the two results,

$$\frac{dW}{d\lambda}=\langle uX\rangle=\lambda\ell^2(2n+1)W .$$

Since $2n+1=(e^y+1)/(e^y-1)=\coth(y/2)$ and $W(0)=1$,

$$W(\lambda)=e^{\lambda^2\sigma^2/2},\qquad
\sigma^2=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2kT}.$$

This is the generating function of a Gaussian. The distribution is thus Gaussian at every temperature, and quantum mechanics enters through the width alone. As $T\to0$, $\sigma^2\to\hbar/2M\omega$, the zero-point value. For $kT\gg\hbar\omega$, the expansion $\coth x\simeq1/x+x/3$ gives

$$\sigma^2\simeq\frac{kT}{M\omega^2}\left(1+\frac{y^2}{12}\right),$$

which recovers the classical width with its first quantum correction.

Comparing powers of $\lambda$ in $W$ gives $\langle u^{2m}\rangle=(2m)!\,\sigma^{2m}/(2^mm!)$. The even moments are $\sigma^2$, $3\sigma^4$, $15\sigma^6$ and $105\sigma^8$ for $m=1$ to $4$. Odd moments vanish.

## Deriving the rule

For the general quartic gap

$$G(u)=G_0+a_1u+a_2u^2+a_3u^3+a_4u^4,$$

the moments give

$$\langle G\rangle=G_0+a_2\sigma^2+3a_4\sigma^4 .$$

Take a centre point of weight $w_0$ and two points $\pm c\sigma$ of weight $w$ each. Odd powers cancel between the two outer points. Matching the powers 0, 2 and 4 requires

$$w_0+2w=1,\qquad 2wc^2=1,\qquad 2wc^4=3 .$$

Dividing the third condition by the second gives $c^2=3$. Then $w=\tfrac16$ and $w_0=\tfrac23$, so

$$\boxed{\langle G\rangle=\tfrac23G(0)+\tfrac16\left[G(\sqrt3\sigma)+G(-\sqrt3\sigma)\right]}$$

This is the only solution with positive $c$. A term $a_5u^5$ changes neither side, so the rule is exact through degree five.

The derivation also shows what happens at another amplitude. Keep the first two conditions, so that quadratic coupling is treated correctly, but leave $c$ free. Then $2w=1/c^2$, the quartic moment comes out as $c^2\sigma^4$, and the error, estimate minus true mean, is

$$(c^2-3)\,a_4\sigma^4 .$$

At $c=1$ the weight of the centre is zero. The best use of the three gaps at $0,\pm\sigma$ that respects the quadratic term is therefore the equal-weight pair, with error $-2a_4\sigma^4$. Knowing $G(0)$ does not repair it. If the equilibrium gap is already available, both methods need two further gap calculations.

The amplitude of an equal-weight pair can be tuned to a particular gap. With $r=a_4\sigma^2/a_2$, the tuned value satisfies

$$c^2+rc^4=1+3r,$$

whose root near one is $c\simeq1+r$ for small $|r|$. (For small negative $r$ there is a second positive root near $1/\sqrt{-r}$, far out in the tail of the distribution.) The root near one depends on the curve and on the temperature, and finding it requires the ratio $a_4/a_2$, which the pair does not supply.

## Procedure

1. Fix the displacement pattern and the mass convention. If $\mathbf e_i$ is the mass-weighted pattern with $\sum_i|\mathbf e_i|^2=1$, atom $i$ moves by $\mathbf e_iu\sqrt{M/M_i}$. The kinetic energy is then $\tfrac12M\dot u^2$, as the formula for $\sigma$ assumes.
2. Compute $\sigma(T)$ and set $d=\sqrt3\,\sigma$.
3. Calculate $G(0)$, $G(d)$ and $G(-d)$ with the same numerical settings.
4. Form the shift
$$\Delta=\langle G\rangle-G(0)=\tfrac16\left[G(d)+G(-d)-2G(0)\right].$$

A new temperature needs a new $d$. One pair of outer points yields only the combination $a_2d^2+a_4d^4$, which does not separate the two coefficients. Two different nonzero amplitudes do separate them, and for a truly quartic gap those five calculations then serve all temperatures.

## Error analysis

**Higher coupling.** Suppose $G$ has a bounded sixth derivative. Let $P$ be the polynomial of degree at most five that matches $G$ and $G'$ at the three nodes. It exists and is unique: six conditions fix six coefficients, and a nonzero polynomial of degree five cannot have three double zeros. Define $q(t)=t^2(t^2-3\sigma^2)^2$. For a given $u$ that is not a node, choose $K$ so that

$$F(t)=G(t)-P(t)-Kq(t)$$

also vanishes at $t=u$. Then $F$ has four distinct zeros. By Rolle's theorem $F'$ has three zeros between them, and it also vanishes at the three nodes, which makes six. Repeating the argument leaves at least one zero $\xi$ of $F^{(6)}$. Since $P^{(6)}=0$ and $q^{(6)}=720$, it follows that $K=G^{(6)}(\xi)/720$, and

$$G(u)-P(u)=\frac{G^{(6)}(\xi)}{720}\,u^2(u^2-3\sigma^2)^2 .$$

The rule averages $P$ without error and cannot distinguish $P$ from $G$ at the nodes. The error is therefore the thermal mean of the right-hand side. The factor $q$ is never negative, and its mean is $(15-18+9)\sigma^6=6\sigma^6$. Hence

$$|\text{error}|\le\frac{\sigma^6}{120}\max|G^{(6)}| .$$

For a term $a_6u^6$ the derivative is the constant $720a_6$, and the rule misses $6a_6\sigma^6$: it returns $9a_6\sigma^6$ where $15a_6\sigma^6$ is correct.

**Errors in the gaps.** If each gap is uncertain by at most $\varepsilon$, the shift $\Delta$ is uncertain by at most $(\tfrac16+\tfrac16+\tfrac13)\varepsilon=\tfrac23\varepsilon$. For the pair at $\pm\sigma$ the corresponding bound is $(\tfrac12+\tfrac12+1)\varepsilon=2\varepsilon$. For the shift, the larger displacement thus reduces the bound by a factor of three; for the mean gap itself, both methods have the same bound $\varepsilon$. An error common to all three gaps cancels from both shifts.

**Error in the width.** A small relative error $\delta$ in $\sigma$ changes the shift by

$$\delta\,\sigma\frac{d\Delta}{d\sigma}=2\delta\,(a_2\sigma^2+6a_4\sigma^4).$$

**A kink.** When a degenerate band edge splits linearly with displacement, the branch nearer the opposite edge sets the gap. The gap then contains a term $-s|u|$ with $s>0$, and the derivative bound does not apply. This term lowers the mean gap by

$$2s\int_0^\infty u\,p\,du=\frac{2s\sigma}{\sqrt{2\pi}}=0.798\,s\sigma,$$

whereas the rule gives $\tfrac16\cdot2\sqrt3\,s\sigma=0.577\,s\sigma$, which is 28% too small. The pair gives $s\sigma$, which is 25% too large. Neither is reliable here, and the gap should be examined at intermediate displacements.

## Worked example at 400 K

Consider a model soft mode dominated by oxygen motion, with $\hbar\omega=20$ meV and $M=16$ u, in an insulator with an equilibrium gap of 5.5 eV. The chosen couplings are $a_1=8$ eV/nm, $a_2=400$ eV/nm², $a_3=-3000$ eV/nm³ and $a_4=-10^5$ eV/nm⁴.

At 400 K, $kT=34.47$ meV and $M\omega^2=153.1$ eV/nm². The classical formula gives $\sigma^2=0.03447/153.1=2.251\times10^{-4}$ nm². With $y=0.580$, the quantum factor $1+y^2/12=1.028$ raises this to $2.314\times10^{-4}$ nm². Thus $\sigma=0.01521$ nm and $d=0.02635$ nm. The gaps at the outer points are

$$G(d)=5.8854\ \text{eV},\qquad G(-d)=5.5736\ \text{eV}.$$

Their difference comes from the odd couplings, which cancel in the sum:

$$\Delta=\frac{5.8854+5.5736-11.0000}{6}\ \text{eV}=76.5\ \text{meV}.$$

The moment formula gives the same value as $92.6-16.1$ meV, the quadratic and quartic parts. The mean gap is 5.5765 eV.

The pair at $\pm\sigma$ uses 5.6984 and 5.4761 eV. Its mean is 5.5872 eV, a shift of 87.2 meV, which is 10.7 meV or 14% above the correct shift. A single displacement $+\sigma$ would give 198 meV, because nothing cancels the linear and cubic terms.

An independent average was obtained by diagonalizing the oscillator Hamiltonian on a position grid, with the same mass, frequency and couplings, and summing the state densities with Boltzmann weights. This route assumes neither a Gaussian nor a formula for $\sigma$. It agrees with the three-point rule to all six printed decimals of the gap in eV at each temperature below.

| $T$ (K) | $\sigma$ (nm) | Correct shift (meV) | Excess of pair (meV) |
|---:|---:|---:|---:|
| 0 | 0.0081 | 24.8 | 0.9 |
| 300 | 0.0133 | 61.5 | 6.3 |
| 400 | 0.0152 | 76.5 | 10.7 |

The excess is $-2a_4\sigma^4$, so it approaches a $T^2$ law in the classical regime. The pair amplitude near $\sigma$ that would reproduce the correct mean falls from $0.983\sigma$ at 0 K to $0.933\sigma$ at 400 K. An amplitude calibrated at one temperature is therefore wrong at the other.

A 1% overestimate of $\sigma$ at 400 K would raise the shift by $0.02\,(92.6-32.1)=1.2$ meV. Suppose a single term $a_6u^6$ is added, with $a_6=a_4^2/a_2=2.5\times10^7$ eV/nm⁶ so that the three even couplings form a geometric sequence. The rule would then miss 1.9 meV; terms of still higher degree could change this figure appreciably. A band-edge splitting with $s=8$ eV/nm would matter more: it lowers the mean gap by 97 meV, while the rule returns a lowering of 70 meV.

## The spread of the gap

The same three points should not be trusted for the variance. The square of a quartic deviation has degree eight, beyond the range of exactness. At 400 K the standard deviation is 129 meV, while the rule gives 141 meV.

The sign of this error can be traced. In $(G-\langle G\rangle)^2$ the coefficient of $u^6$ is $a_3^2+2a_2a_4=-7.1\times10^7$ eV²/nm⁶, and that of $u^8$ is $a_4^2=10^{10}$ eV²/nm⁸. The rule underestimates the sixth moment by $6\sigma^6$ and the eighth by $(105-27)\sigma^8=78\sigma^8$. True variance minus estimate is then

$$6(a_3^2+2a_2a_4)\sigma^6+78a_4^2\sigma^8=(-5.3+2.2)\times10^{-3}\ \text{eV}^2 .$$

The negative sixth-degree term wins, so the rule overestimates the spread.

## More than one mode

For two independent modes of equal width and a gap term $a_4(u^2+v^2)^2$, the true mean is $(3+3+2)a_4\sigma^4$. Averaging each mode with the other at rest and adding the shifts gives $6a_4\sigma^4$. The missing cross term is $2a_4\sigma^4=-10.7$ meV in the example, as large as the error that the three-point rule removed.

The product of two three-point rules, with nine displacements, restores it, because each monomial $u^iv^j$ factorizes and the rule is exact for $i,j\le5$. In a quartic gap with several independent modes, a monomial survives averaging only if all its powers are even, so it involves at most two modes. Pairwise cross terms are then sufficient.

## The model beside a real gate oxide

The gap, mode energy and oxygen-like mass lie in the rough regime of high-permittivity gate oxides, and 400 K is a hot chip. The couplings are chosen values, and the positive shift follows from choosing $a_2>0$ with a quartic part that stays smaller than the quadratic one at these temperatures; reversing the signs of both $a_2$ and $a_4$ would reverse it. The model also assumes that one local mode carries the whole amplitude, whereas the modes of a crystal extend over many cells. If a uniform mode is spread over $N$ cells with the same mass convention, each cell is displaced by $u/\sqrt N$. The quadratic shift then falls as $1/N$ and the quartic one as $1/N^2$. For $N=8$ they become 11.6 and $-0.25$ meV. These figures are for one mode out of $N$. If the gap were the average of $G$ over $N$ independently vibrating cells, the total shift would be unchanged: the quadratic parts of the $N$ extended modes add up to the full value, while their separate quartic parts supply only a share of order $1/N$ and the rest lies in cross terms between modes. A real band edge is not such an average, because non-uniform displacements also mix band states, and the linear coupling then contributes at second order.

Thermal expansion is also absent. With a rough linear expansion coefficient of $10^{-5}$ K⁻¹ and a volume deformation potential of $-5$ eV, heating from 300 to 400 K shifts the gap by $-5\times3\times10^{-5}\times100$ eV $=-15$ meV. The mode itself contributes $76.5-61.5=+15$ meV over the same interval. The near cancellation is an accident of the chosen inputs, but it shows that neither contribution alone predicts the temperature dependence.

Anharmonicity of the potential changes the distribution itself. Adding $k_3u^3+k_4u^4$ with $k_3=-300$ eV/nm³ and $k_4=10^4$ eV/nm⁴ contributes $-5.5$ and $+4.8$ meV at $u=d$, each about a tenth of the harmonic 53 meV. The two terms nearly cancel there, but at $u=-d$ they add to about a fifth of it. Diagonalization with these terms changes the mean gap at 400 K by only $-1.0$ meV. This small number hides larger parts: the displaced mean position adds 7.9 meV through $a_1$, the reduced $\langle u^2\rangle$ removes 10.2 meV through $a_2$, and the cubic and quartic couplings supply the remaining $+1.4$ meV. Other couplings need not cancel in this way.

Finally, the phonon energy is 0.4% of the gap. This supports fixed-nuclei gaps as far as transitions across the gap are concerned, but says nothing about nearly degenerate states within one band edge, where the electronic spacing can be comparable with $\hbar\omega$. This limit matters for polar crystals such as gate oxides. Long-wavelength longitudinal optical modes couple to a band edge with a squared strength proportional to $1/q^2$, across an electronic spacing proportional to $q^2$. Their fixed-nuclei contribution behaves as $\int dq/q^2$ and grows with the size of the cell instead of converging; it becomes finite when the phonon energy is kept in the energy denominator, which the adiabatic average omits. Exactness of the quadrature removes one error from the calculation; the accuracy of the gap method, the potential and the choice of modes must be established separately.

## Computed values

```
mode energy: 20.0 meV
mode mass: 16.0 u
gap at rest: 5.5000 eV
a1: 8.0 eV/nm
a2: 400.0 eV/nm^2
a3: -3000.0 eV/nm^3
a4: -100000.0 eV/nm^4
temperature of use: 400 K
k T at use: 34.469 meV
M omega^2: 153.104 eV/nm^2
sigma: 0.015212 nm
sqrt(3) sigma: 0.026349 nm
gap at +sqrt(3) sigma: 5.885414 eV
gap at -sqrt(3) sigma: 5.573591 eV
gap at +sigma: 5.698350 eV
gap at -sigma: 5.476074 eV
quadratic part a2 sigma^2: 92.567 meV
quartic part 3 a4 sigma^4: -16.066 meV
mean gap at each temperature:
 T = 0 K: sigma = 0.008082 nm
  grid reference: 5.524846 eV
  three-point rule: 5.524846 eV
  pair at +-sigma: 5.525699 eV
  reference shift: 24.846 meV
  pair minus reference: 0.853 meV
  tuned pair amplitude / sigma: 0.9830 (no unit)
 T = 300 K: sigma = 0.013311 nm
  grid reference: 5.561457 eV
  three-point rule: 5.561457 eV
  pair at +-sigma: 5.567737 eV
  reference shift: 61.457 meV
  pair minus reference: 6.279 meV
  tuned pair amplitude / sigma: 0.9504 (no unit)
 T = 400 K: sigma = 0.015212 nm
  grid reference: 5.576501 eV
  three-point rule: 5.576501 eV
  pair at +-sigma: 5.587212 eV
  reference shift: 76.501 meV
  pair minus reference: 10.711 meV
  tuned pair amplitude / sigma: 0.9329 (no unit)
6th moment/sigma^6, grid: 15.0000 (no unit)
6th moment/sigma^6, rule: 9.0000 (no unit)
gap spread, grid: 129.480 meV
gap spread, rule: 140.739 meV
a6: 2.500e+07 eV/nm^6; missed: 1.859 meV
kink slope: 8.0 eV/nm
kink mean, true: 97.102 meV
kink mean, rule: 70.263 meV
two-mode cross term: -10.711 meV
k3: -300.0 eV/nm^3; k4: 10000.0 eV/nm^4
anharmonic change of mean gap: -0.993 meV
 mean displacement: 0.000983 nm
 part a1 <u>: 7.862 meV
 part a2 change of <u^2>: -10.217 meV
linear expansion: 1.0e-05 1/K over 100 K
volume deformation potential: -5.0 eV
expansion shift of gap: -15.000 meV
phonon energy / gap: 0.00364 (no unit)
```
